\section*{Thermal switching threshold of a conducting cylinder with an isothermal wall}

\section{Definitions and conventions}

A conducting cylinder has radius $R$ and length $L\gg R$. Its wall is held at temperature $T_0$. The thermal conductivity $\kappa$ is constant, and the electrical conductivity is
\begin{equation}
\sigma(T)=\sigma_0\exp\!\left(\frac{T-T_0}{T_s}\right),
\end{equation}
so $\sigma_0$ is the conductivity at the wall and $T_s$ is the rise that multiplies the conductivity by $e$. All fields are axially uniform. A steady electric field has no curl, so an axial field $E$ that does not vary along the axis cannot vary with radius either. The reduced variables are
\begin{equation}
x=\frac rR,\qquad \theta=\frac{T-T_0}{T_s},\qquad
\delta=\frac{\sigma_0E^2R^2}{\kappa T_s}.
\end{equation}
A prime denotes $d/dx$, and $\theta_0=\theta(0)$ is the centre rise.

The result is that steady states exist for $0<\delta\le 2$ and for no larger $\delta$. At $\delta=2$ there is one, with $\theta_0=\ln4\approx1.386$. Below it there are two. Both critical numbers belong to an isothermal wall; Section~\ref{sec:bi} gives their values for finite cooling.

\section{Steady states}

Radial conduction balances Joule heating:
\begin{equation}
\frac1r\frac{d}{dr}\left(r\kappa\frac{dT}{dr}\right)+\sigma(T)E^2=0 .
\end{equation}
Multiplying by $R^2/(\kappa T_s)$ gives
\begin{equation}
\theta''+\frac{\theta'}{x}+\delta e^{\theta}=0,\qquad
\theta'(0)=0,\quad \theta(1)=0. \label{eq:fk}
\end{equation}

The explicit $x$ is removed by $s=\ln x$. Since $d/ds=x\,d/dx$,
\begin{equation}
\frac{d^2\theta}{ds^2}=x(x\theta')'=x^2\left(\theta''+\frac{\theta'}{x}\right)
=-\delta x^2e^\theta .
\end{equation}
Let $u=\theta+2s+\ln\delta$. Then $e^u=\delta x^2e^\theta$, and the added terms are linear in $s$, so they drop out of the second derivative:
\begin{equation}
\frac{d^2u}{ds^2}=-e^u .
\end{equation}
Write $p=du/ds=2+x\theta'$. Multiplying by $p$ gives $d(p^2/2+e^u)/ds=0$. On the axis $x\theta'\to0$ and $x^2e^\theta\to0$, so $p\to2$ and $e^u\to0$. This fixes the constant:
\begin{equation}
\tfrac12p^2+e^u=2. \label{eq:first}
\end{equation}

At the wall $x=1$ and $\theta=0$, so $e^u=\delta$ and
\begin{equation}
\delta=2-\tfrac12\left[2+\theta'(1)\right]^2\le2 . \label{eq:bound}
\end{equation}
No steady state can therefore exist above $\delta=2$. Equality requires $\theta'(1)=-2$.

To show that the bound is reached, and to find the profile, combine $dp/ds=-e^u$ with \eqref{eq:first}:
\begin{equation}
\frac{dp}{ds}=-\frac{4-p^2}{2}
\quad\Longrightarrow\quad
\frac14\ln\frac{2+p}{2-p}=-\frac s2+\text{const}.
\end{equation}
The logarithm is real because $e^u>0$ implies $|p|<2$. Naming the constant through a parameter $b>0$,
\begin{equation}
\frac{2+p}{2-p}=\frac1{bx^2},\qquad
p=\frac{2(1-bx^2)}{1+bx^2}. \label{eq:p}
\end{equation}
Equation \eqref{eq:first} then gives
\begin{equation}
e^u=\frac{4-p^2}{2}
=2\,\frac{(1+bx^2)^2-(1-bx^2)^2}{(1+bx^2)^2}
=\frac{8bx^2}{(1+bx^2)^2}. \label{eq:eu}
\end{equation}
Dividing by $\delta x^2$ gives $e^\theta=8b/[\delta(1+bx^2)^2]$, and $\theta(1)=0$ fixes $\delta$:
\begin{equation}
\delta=\frac{8b}{(1+b)^2},\qquad
\theta=2\ln\frac{1+b}{1+bx^2},\qquad
\theta_0=2\ln(1+b). \label{eq:family}
\end{equation}
Every regular solution has been retained, so this is the whole family. Because
\begin{equation}
2-\delta=\frac{2(1-b)^2}{(1+b)^2},
\end{equation}
the maximum $\delta=2$ lies at $b=1$, where $\theta_0=2\ln2=\ln4$.

For an imposed $\delta<2$, let $g=\sqrt{1-\delta/2}$. The last equation reads $|1-b|/(1+b)=g$, so
\begin{equation}
b_{\rm cool}=\frac{1-g}{1+g},\quad b_{\rm hot}=\frac{1+g}{1-g},\qquad
\theta_0=2\ln\frac{2}{1\pm g}, \label{eq:two}
\end{equation}
with the upper sign for the cool state. At weak heating $b_{\rm cool}\approx\delta/8$ and $\theta_0\approx\delta/4$, the result for constant conductivity. Near threshold $\theta_0\approx\ln4\mp2g$: the temperature varies as the square root of the distance to threshold. At a field 1\% below critical, $g=\sqrt{1-0.99^2}=0.141$ and the cool state has $\theta_0=1.12$, already 19\% below $\ln 4$. Centre temperature is thus a sensitive measure of the margin in field, and field a poor measure of the margin in temperature.

\section{Current, power and constriction}

The conductance inside reduced radius $X$ follows from
\begin{equation}
\int_0^X e^\theta x\,dx=(1+b)^2\int_0^X\frac{x\,dx}{(1+bx^2)^2}
=\frac{(1+b)^2X^2}{2(1+bX^2)} . \label{eq:M}
\end{equation}
At $X=1$ this is $(1+b)/2$, so the current is
\begin{equation}
I=2\pi R^2\sigma_0E\,\frac{1+b}{2}=\pi R^2\sigma_0E(1+b).
\end{equation}
The definition of $\delta$ gives $E=R^{-1}\sqrt{\kappa T_s\delta/\sigma_0}$. Inserting \eqref{eq:family},
\begin{equation}
E=\frac{1}{R(1+b)}\sqrt{\frac{8\kappa T_sb}{\sigma_0}},\qquad
I=\pi R\sqrt{8\kappa\sigma_0T_sb}. \label{eq:EI}
\end{equation}
The critical values, at $b=1$, are
\begin{equation}
E_c=\frac1R\sqrt{\frac{2\kappa T_s}{\sigma_0}},\qquad
I_c=2\pi R^2\sigma_0E_c . \label{eq:crit}
\end{equation}
With $i=I/I_c=\sqrt b$, the steady characteristic is
\begin{equation}
\frac{E}{E_c}=\frac{2i}{1+i^2},\qquad
\frac{d(E/E_c)}{di}=\frac{2(1-i^2)}{(1+i^2)^2}. \label{eq:iv}
\end{equation}
Negative differential resistance begins at the critical point. The power per unit length,
\begin{equation}
EI=8\pi\kappa T_s\,\frac{b}{1+b},
\end{equation}
equals $4\pi\kappa T_s$ at threshold, whatever $R$ and $\sigma_0$, and tends to twice that at large current.

Half the current flows inside the radius where \eqref{eq:M} is half its full value, $(1+b)X^2/(1+bX^2)=\tfrac12$, which gives $X=1/\sqrt{b+2}$. The channel narrows continuously as the current rises; nothing in its width jumps at threshold.

\section{Stability}

Let $C$ be a constant heat capacity per volume and $\tau=\kappa t/(CR^2)$. Then $\partial\theta/\partial\tau=\nabla^2\theta+\delta e^\theta$. An axially uniform disturbance $\varphi e^{-\lambda\tau}$, with $\varphi=0$ at the wall, obeys
\begin{equation}
A\varphi=\lambda\varphi,\qquad A=-\nabla^2-\delta e^{\theta},
\end{equation}
if $E$ is held fixed. Positive $\lambda$ means decay.

\subsection{Fixed field}

If $\theta(x)$ solves the differential equation in \eqref{eq:fk}, so does $\theta(\mu x)+2\ln\mu$. Its derivative with respect to $\mu$ at $\mu=1$ is $x\theta'+2=p$, which therefore satisfies $Ap=0$ and is regular on the axis. By Sturm's theorem, the number of growing radial modes equals the number of zeros of $p$ in $0<x<1$. From \eqref{eq:p}, $p$ has a single zero, at $x=1/\sqrt b$. The cool branch ($b<1$) thus has no growing radial mode, the critical state has $\lambda=0$, and the hot branch ($b>1$) has one growing mode.

For a disturbance proportional to $\cos m\phi$, $A$ gains the term $m^2/x^2$. Differentiating \eqref{eq:fk} with respect to $x$ shows that $\theta'$ solves the zero-growth equation for $m=1$. Since $\theta'=-4bx/(1+bx^2)$ has no zero in $0<x\le1$, all $m=1$ modes decay. Larger $m$ adds a positive term, so those modes decay too.

In a time integration from $\theta=0$, the centre settled at 1.0930 for $\delta=1.95$, where \eqref{eq:two} gives 1.0927. For $\delta=2.05$ it passed $\theta=10$ at $\tau\approx4.0$.

\subsection{Fixed current}

Suppose the current through the cylinder itself is imposed and the field follows at once. With $M=\int_0^1xe^\theta dx$, fixed $I$ means $E\propto1/M$ and $\delta\propto M^{-2}$. A disturbance changes $\delta$ by $-2\delta\langle w,\varphi\rangle/M$, where $w=e^\theta$ and $\langle f,h\rangle=\int_0^1xfh\,dx$. The decay operator for radial modes becomes
\begin{equation}
A_I\varphi=A\varphi+c\,w\langle w,\varphi\rangle,\qquad c=\frac{2\delta}{M}>0 .
\end{equation}
For $b\ne1$ write $A_I=A\,(1+c\,A^{-1}w\langle w,\cdot\rangle)$. The bracket leaves functions orthogonal to $w$ unchanged and multiplies $A^{-1}w$ by
\begin{equation}
D=1+c\langle w,A^{-1}w\rangle ,
\end{equation}
so $D$ is the ratio of the determinants of $A_I$ and $A$. Differentiating \eqref{eq:fk} with respect to $\delta$ along a branch gives $A\,\partial\theta/\partial\delta=e^\theta=w$. Hence $\langle w,A^{-1}w\rangle=\int_0^1xe^\theta(\partial\theta/\partial\delta)\,dx=dM/d\delta$. With $M=(1+b)/2$ and $d\delta/db=8(1-b)/(1+b)^3$,
\begin{equation}
D=1+\frac{32b}{(1+b)^3}\,\frac{(1+b)^3}{16(1-b)}=\frac{1+b}{1-b}.
\end{equation}

The added term is positive and lowers no eigenvalue, so $A_I$ has at most one negative eigenvalue on the hot branch. There $D<0$, so the sign of the determinant is reversed and the negative eigenvalue is gone. At $b=1$ the sole zero mode of $A$ is $p$, which is positive inside the cylinder; $\langle w,p\rangle>0$ then lifts it. Modes with $m\ge1$ leave $M$ unchanged to first order and still decay.

For $b=2$ the computed slowest rate $\lambda$ is $-3.79$ at fixed field and $+11.33$ at fixed current. Imposed current thus stabilizes the hot branch against axially uniform disturbances. Axially varying ones are not treated here, and a capacitance in parallel with the cylinder breaks the assumption of imposed current.

\section{Finite wall cooling}\label{sec:bi}

Let the wall lose heat to surroundings at $T_0$ with conductance $h$ per area. Now $\sigma_0$ is the conductivity at the surrounding temperature, and the wall condition is
\begin{equation}
-\theta'(1)={\rm Bi}\,\theta(1),\qquad {\rm Bi}=hR/\kappa .
\end{equation}
Equations \eqref{eq:first}--\eqref{eq:eu} used regularity on the axis alone and still hold. From \eqref{eq:p}, $\theta'(1)=p(1)-2=-4b/(1+b)$, so the wall rise is $\theta_w=4b/[{\rm Bi}(1+b)]$. At the wall \eqref{eq:eu} reads $\delta e^{\theta_w}=8b/(1+b)^2$, hence
\begin{equation}
\delta=\frac{8b}{(1+b)^2}\exp\!\left[-\frac{4b}{{\rm Bi}(1+b)}\right],\qquad
\theta_0=2\ln(1+b)+\frac{4b}{{\rm Bi}(1+b)}. \label{eq:bi}
\end{equation}
Setting $d\ln\delta/db=0$,
\begin{equation}
\frac1b-\frac2{1+b}-\frac4{{\rm Bi}(1+b)^2}=0
\ \Longrightarrow\ b^2+\frac{4b}{\rm Bi}-1=0,
\end{equation}
after multiplication by $b(1+b)^2$. The positive root is
\begin{equation}
b_c=\sqrt{1+\frac4{{\rm Bi}^2}}-\frac2{\rm Bi}. \label{eq:bc}
\end{equation}
For strong cooling $\delta_c\approx2-4/{\rm Bi}$. For weak cooling $b_c\approx{\rm Bi}/4$, so $\delta_c\approx2\,{\rm Bi}/e$ and $\theta_0\to1$: the cylinder is then nearly isothermal and the wall carries the whole rise. At ${\rm Bi}=1$ the critical pair is $\delta_c=0.576$, $\theta_0=1.188$.

\section{Worked example}

The example is a planar threshold switch of oxygen-deficient niobium oxide embedded in aluminium nitride. The parameters are rough: $R=500$ nm, $L=5000$ nm, $T_0=300$ K, activation energy $E_a=0.20$ eV, $\sigma_0=30$ S/m and $\kappa=1.0$ W/(m\,K). Activated conduction has
\begin{equation}
\ln\frac{\sigma}{\sigma_0}=\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1T\right)
=\frac{\theta}{1+\epsilon\theta},\quad
T_s=\frac{k_BT_0^2}{E_a},\quad \epsilon=\frac{T_s}{T_0}, \label{eq:arr}
\end{equation}
and the exponential law gives the conductivity accurately when the difference between the two exponents, $\epsilon\theta^2/(1+\epsilon\theta)$, is much less than one. Here $k_BT_0=0.02585$ eV, so $T_s=300\times0.02585/0.20=38.8$ K and $\epsilon=0.129$. From \eqref{eq:crit},
\begin{align}
E_c&=\frac{\sqrt{2\times1.0\times38.78/30}\ {\rm V}}{500\ {\rm nm}}
=0.032\ {\rm MV/cm},\qquad V_c=E_cL=16\ {\rm V},\\
I_c&=2\pi R^2\sigma_0E_c=0.15\ {\rm mA},\qquad
4\pi\kappa T_s=0.49\ {\rm mW/\mu m}.
\end{align}
With the exponential law the critical centre rise is $38.78\ln4=54$ K, a centre temperature of 354 K. Half the current flows within $500/\sqrt3=289$ nm.

In the exponential model, an imposed current $2I_c=0.30$ mA gives $b=4$. The voltage falls to $\tfrac45V_c=12.9$ V, the centre rise is $2T_s\ln5=125$ K, and the half-current radius is $500/\sqrt6=204$ nm. This state strains the exponential law: at $\theta=3.22$ the activated exponent in \eqref{eq:arr} is 2.27, so the model overstates the centre conductivity at that temperature by a factor of about 2.6. The voltage drop suffers most. Solving the heat balance with activated conduction at the same current gives about $1.04V_c$, only some 5% below that law's own maximum voltage, with a centre rise of 132 K and a half-current radius of 250 nm. The drop to $\tfrac45V_c$ at this current is thus a property of the exponential law and not a prediction for this material; with activated conduction the voltage also falls, but only at larger currents and much higher temperatures does it fall that far.

\subsection{Size of the neglected effects}

Unless stated otherwise, each shift below is relative to the ideal threshold field, with the other idealizations kept.

\begin{itemize}
\item Activated conduction: $\delta_c=2.36$, $\theta_0=2.00$, threshold field $+8.6\%$. The other threshold values are less robust: the centre rise is 77 K instead of 54 K, and the current is 0.19 mA instead of 0.15 mA. This $\sigma$ cannot exceed $\sigma_0e^{1/\epsilon}\approx2300\,\sigma_0$, so the equations have a further steady state above threshold, with $\theta_0$ roughly $\delta e^{1/\epsilon}/4$. That is over $10^3$, or tens of thousands of kelvin, so it has no physical meaning here and the circuit must limit the current first.
\item Wall cooling: the interface and the host act in series, $1/{\rm Bi}=\kappa/(hR)+(\kappa/\kappa_h)\ln(R_h/R)$. Rough values $h=10^8$ W/(m$^2$\,K), $\kappa_h=100$ W/(m\,K) and heat-sink radius $R_h=5000$ nm give ${\rm Bi}=23.2$, $\delta_c=1.84$ and a field shift of $-4.1\%$.
\item Thermal conductivity rising as $T^{0.5}$, an assumed exponent: $+1.7\%$. These three effects together give $+6.7\%$.
\item Electrodes held at $T_0$: a two-dimensional solution of the coupled heat and current flow gives a threshold voltage 6.6\% above that for thermally insulated ends on the same coarse mesh; the mesh-converged shift is 6.7\%.
\item Field-assisted hopping: for sites $a=1$ nm apart, forward minus backward hops multiply the conductivity by $\sinh(y)/y$ with $y=eE_ca/(2k_BT_0)$, a gain of 0.06\%.
\end{itemize}

The last estimate assumes a dense set of sites. For isolated charged centres with a rough relative permittivity of 5, the field would lower the barrier by 0.061 eV. That is $2.4\,k_BT_0$, about a tenfold rise in wall conductivity if escape is only along the field, or about threefold when averaged over escape directions in three dimensions. The threshold would drop below 0.032 MV/cm, to about 0.017 MV/cm in the one-dimensional estimate. The barrier top would lie 9.5 nm from its centre, far beyond the assumed 1 nm spacing, so that picture does not suit this example. It can suit a film with few traps, where $\sigma_0$ and $T_s$ must both be taken at the operating field, because a lower barrier also weakens the temperature dependence. The threshold is about 3\% of a rough breakdown field of 1 MV/cm.

\subsection{Relation to real devices}

The conductivity of such oxides depends strongly on oxygen content, and 30 S/m represents a fairly conductive film. The geometry is far from that of a thin vertical cell with $L$ comparable to or smaller than its width. Heat then leaves through the electrodes, and the long-cylinder assumption fails. The opposite limit, $L\ll R$ with electrodes at $T_0$ and no lateral variation, shows how far the number moves. With $z$ along the current, potential $\Phi$ measured from the midplane and constant current density $j=-\sigma\,d\Phi/dz$, the heat balance $d(\kappa\,dT/dz)/dz=j\,d\Phi/dz$ integrates to $\kappa\,dT/dz=j\Phi$, because both sides vanish at the midplane. Hence $(\kappa/\sigma)\,dT=-\Phi\,d\Phi$. Integrating from an electrode, where $|\Phi|=V/2$, to the midplane, where the reduced rise is $\theta_m$,
\begin{equation}
\frac{\kappa T_s}{\sigma_0}\left(1-e^{-\theta_m}\right)=\frac{V^2}{8}
\quad\Longrightarrow\quad
V<\sqrt{\frac{8\kappa T_s}{\sigma_0}}=2E_cR .
\end{equation}
For the example's material constants this limit is 3.2 V, whatever the thickness. It exceeds the long-cylinder value $E_cL$ by the factor $2R/L$, and it is approached as $\theta_m\to\infty$, so there is no critical rise of $\ln4$. This limit belongs to the exponential law. With activated conduction the integrand $e^{-\theta}$ becomes $e^{-\theta/(1+\epsilon\theta)}$, which never falls below $e^{-1/\epsilon}$, so the voltage rises slowly past this value and has no strict upper limit. The numbers 2 and $\ln4$ should therefore be applied only to filaments that are long compared with their radius and well cooled at the side and, if conduction is activated, only when $T_s\ll T_0$. The critical rise is the stricter test: it is already 7\% above $\ln4$ at $T_s/T_0=0.03$, and 44\% above at the example's 0.129, where the activated law must be used for the temperature. The numerical output below lists the program's results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Numerical critical heating delta: 2.000000
Numerical critical centre rise: 1.3863; ln 4 = 1.3863
delta 1.95: settles at centre rise 1.0930, formula 1.0927
delta 2.05: runaway at reduced time 3.99 (R^2 C/kappa)
b=0.5: slowest decay rate, fixed field 2.4636, fixed current 7.2670
b=1: slowest decay rate, fixed field -0.0000, fixed current 8.6778
b=2: slowest decay rate, fixed field -3.7892, fixed current 11.3341
b=10: slowest decay rate, fixed field -25.4246, fixed current 13.0822
Bi=1: critical delta 0.5758, centre rise 1.1878
Bi=10: critical delta 1.6538, centre rise 1.3777
Radius: 500 nm; length: 5000 nm
Wall temperature: 300 K; activation energy: 0.20 eV
Wall conductivity: 30 S/m; kappa: 1.0 W/(m K)
Thermal energy kT0: 0.02585 eV
Temperature scale Ts: 38.78 K
Threshold field: 0.0322 MV/cm
Threshold voltage: 16.08 V
Threshold current: 0.1515 mA
Threshold power per length: 0.4873 mW/um
Critical centre rise: 53.76 K
Critical centre temperature: 353.8 K
Half-current radius at threshold: 289 nm
Hot state, current: 0.3031 mA; b = 4
Hot state, field: 0.0257 MV/cm; voltage: 12.86 V
Hot state, centre rise: 124.8 K
Hot state, half-current radius: 204 nm
Ratio Ts/T0: 0.1293
Arrhenius law: delta 2.3604, centre rise 1.996, field shift +8.6 %
Rough wall conductance: 1e+08 W/(m2 K)
Rough host kappa: 100 W/(m K); heat-sink radius: 5000 nm
Wall cooling: Bi 23.2, delta 1.8385, field shift -4.1 %
kappa as T^0.5: delta 2.0697, field shift +1.7 %
These three together: delta 2.2755, centre rise 2.103, field shift +6.7 %
2D check, insulated ends: delta 1.9970
2D, cold electrodes: delta 2.2682, voltage shift +6.6 %
Rough site density: 1e+21 cm^-3; spacing: 1.00 nm
Field-assisted hopping, conductivity gain: 0.064 %
Isolated centres (rough eps_r 5): lowering 0.0609 eV, saddle at 9.5 nm
Rough breakdown field: 1 MV/cm; threshold/breakdown: 0.032
\end{verbatim}
